# Freidlin–Wentzell action, time-reversed steepest descent, and nongradient drift

The least cost of driving an overdamped system up a potential barrier can be found, factor included, from dimensions and time reversal. Let the position $X$ in $n$ dimensions obey

$$dX=b(X)\,dt+\sqrt{2\theta}\,dW,\qquad b=-\nabla V,$$

with unit mobility, noise level $\theta$ and standard Wiener noise $W$. For small $\theta$, the probability of following a given path $\varphi(t)$, $0\le t\le T$, scales to leading exponential order as $e^{-S_T/2\theta}$, where

$$S_T[\varphi]=\frac12\int_0^T|\dot\varphi-b(\varphi)|^2\,dt$$

is the Freidlin–Wentzell action. Since $\nabla V$ is a velocity, $V$ has dimension length²/time, and so does $S_T$. An action that depends on no externally imposed time can therefore be a pure number times a potential difference. Time reversal supplies the number. Expanding the square gives

$$S_T[\varphi]=\frac12\int_0^T\left(|\dot\varphi|^2+|\nabla V|^2\right)dt+\int_0^T\dot\varphi\cdot\nabla V\,dt .$$

Under $\varphi^R(t)=\varphi(T-t)$ the first integral is unchanged and the second changes sign. The second is the integral of $dV/dt$, so

$$S_T[\varphi]=S_T[\varphi^R]+2\left[V(\varphi(T))-V(\varphi(0))\right].\tag{1}$$

Steepest descent, $\dot\varphi=-\nabla V$, costs nothing. Its reversal costs twice the height climbed.

Equation (1) also gives the lower bound. Let $V$ be twice continuously differentiable, $a$ a nondegenerate minimum, and $s$ a nondegenerate saddle from which a steepest-descent path runs to $a$. Write $\Delta V=V(s)-V(a)$. Because $S_T[\varphi^R]\ge0$, every path from $a$ to $s$ satisfies

$$S_T[\varphi]\ge2\Delta V,\qquad S_T[\varphi]-2\Delta V=\frac12\int_0^T|\dot\varphi-\nabla V|^2\,dt .\tag{2}$$

Equality requires $\dot\varphi=+\nabla V$, which is steepest descent run backwards. No finite $T$ allows this: $\nabla V(a)=0$, and by uniqueness of solutions a path that starts at $a$ and obeys $\dot\varphi=\nabla V$ stays at $a$. The value $2\Delta V$ is thus an infimum over $T$, attained on the infinite time axis.

To see that finite times come arbitrarily close, separate the shape of a path from its timing. For any drift,

$$\frac12|\dot\varphi-b|^2=|\dot\varphi||b|-b\cdot\dot\varphi+\frac12\left(|\dot\varphi|-|b|\right)^2 .$$

Dropping the last square leaves an expression of first degree in $\dot\varphi$, whose integral does not depend on the parametrization. This is the geometric action

$$G[\varphi]=\int_0^1\left(|\varphi'||b|-b\cdot\varphi'\right)d\alpha,\qquad S_T\ge G.\tag{3}$$

Now follow a curve of finite length $\ell$ at speed $|b|+\delta$, with $\delta>0$. The dropped term contributes $\delta^2T/2$, and the duration is $T=\int d\ell'/(|b|+\delta)\le\ell/\delta$. Hence $S_T\le G+\delta\ell/2$, and the excess vanishes as $\delta\to0$. The descent path from $s$ to $a$ has finite length, because it approaches both nondegenerate ends exponentially in time. On its reversal $\varphi'$ is parallel to $\nabla V=-b$, so $G=2\int\nabla V\cdot\varphi'\,d\alpha=2\Delta V$. This proves that the infimum is $2\Delta V$.

The path weight is then $e^{-2\Delta V/2\theta}=e^{-\Delta V/\theta}$, the Arrhenius exponent. The factor two in the action cancels the two in the noise strength. For a transition onward to a neighbouring minimum $a'$, suppose that $s$ also has a descent path to $a'$ and that every path from $a$ to $a'$ somewhere reaches height $V(s)$. Applying (2) up to that moment gives at least $2\Delta V$, and the descent beyond $s$ is free, so the infimum is again $2\Delta V$.

For a gradient drift, (3) takes the form

$$G=2\Delta V+\int_0^1\left(|\varphi'||\nabla V|-\varphi'\cdot\nabla V\right)d\alpha .$$

The integrand vanishes when $\varphi'$ points along $\nabla V$. With unit tangent $\hat\tau$, this implies $\nabla V-(\hat\tau\cdot\nabla V)\hat\tau=0$, the minimum-energy-path condition that the string and nudged-elastic-band methods impose on a chain of images. If the path they find crosses a single saddle, and no path between the two minima stays below that saddle, it can be read as a most probable transition path for overdamped dynamics with unit mobility in the limit $\theta\to0$. At finite $\theta$ the prefactor matters, and a wider channel over a slightly higher saddle can carry most of the transitions. If instead the mobility is a constant positive matrix $D$, with drift $-D\nabla V$ and noise $\sqrt{2\theta D}\,dW$, the substitution $X=D^{1/2}Y$ restores the form used here. The barrier is unaffected, but the path is steepest descent in $Y$, and its shape in $X$ depends on $D$.

The price of haste can be computed for $V=kx^2/2$ and a climb from $0$ to $x_1$ in time $T$. Here

$$S_T=\frac12\int_0^T(\dot\varphi^2+k^2\varphi^2)\,dt+\frac12kx_1^2 .$$

This is a convex functional, so its stationary path is the minimizer. The Euler–Lagrange equation $\ddot\varphi=k^2\varphi$ gives $\varphi=x_1\sinh kt/\sinh kT$, hence $\dot\varphi+k\varphi=kx_1e^{kt}/\sinh kT$, and

$$S_T^{\min}=\frac{k^2x_1^2}{2\sinh^2kT}\,\frac{e^{2kT}-1}{2k}=\frac{kx_1^2}{1-e^{-2kT}} .$$

The last step uses $4\sinh^2kT=e^{2kT}(1-e^{-2kT})^2$. For long times the result falls to $kx_1^2=2V(x_1)$ with relative excess $1/(e^{2kT}-1)$. For $kT\ll1$ it becomes $x_1^2/2T$, the cost of forced motion at constant speed. The potential adds a further $V(x_1)$, which is small beside this cost but does not vanish. With $k=x_1=1$ the minimum is 1.157 at $T=1$, 1.019 at $T=2$ and 1.0003 at $T=4$; a direct minimization of the time-discretized action gives the same values.

Now let $b$ be a general smooth drift. Does reversed relaxation, $\dot\varphi=-b(\varphi)$, remain optimal? A minimizer must at least be stationary. Let $B_{ij}=\partial_jb_i$, and displace the path by $\eta(t)$, which vanishes near the ends. With $p=\dot\varphi-b$,

$$\delta S=\int p\cdot(\dot\eta-B\eta)\,dt=\int\eta\cdot(-\dot p-B^{\mathsf T}p)\,dt .$$

On the reversed path $p=-2b$ and $\dot p=-2B\dot\varphi=2Bb$, so

$$\delta S=-2\int\eta\cdot Wb\,dt,\qquad W=B-B^{\mathsf T}.\tag{4}$$

Stationarity requires $Wb=0$ along the path. In two dimensions $|Wb|=|\omega||b|$ with $\omega=\partial_xb_y-\partial_yb_x$, so the curl must vanish along the path. This concerns one path only, and a drift can have curl elsewhere. The general statement about failure must therefore refer to a whole basin:

*Let $b$ be twice continuously differentiable and $a$ an exponentially stable fixed point. Among paths that stay in the basin of $a$, reversed relaxation is optimal for every endpoint in the basin if and only if $b$ is a gradient there.*

If $b=-\nabla V$ in the basin, the argument leading to (2) applies to each endpoint. For the converse, optimality for every endpoint puts a stationary path through every point, so $Wb=0$ throughout the basin. With repeated indices summed,

$$\partial_k(W_{ij}b_j)-\partial_i(W_{kj}b_j)=(\partial_kW_{ij}-\partial_iW_{kj})b_j+W_{ij}B_{jk}-W_{kj}B_{ji}.$$

Since $W_{ij}=\partial_jb_i-\partial_ib_j$, the cyclic sum $\partial_kW_{ij}+\partial_iW_{jk}+\partial_jW_{ki}$ is zero. Together with antisymmetry this turns the bracket into $\partial_jW_{ik}$, while the last term equals $B_{ji}W_{jk}=(B^{\mathsf T}W)_{ik}$. The left side is zero, so

$$(b\cdot\nabla)W+WB+B^{\mathsf T}W=0.\tag{5}$$

Let $\Phi_t(x)$ be the relaxation flow started at $x$, and $M_t=D\Phi_t$ its derivative with respect to $x$, so that $\dot M_t=BM_t$ and $M_0=1$. Then

$$\frac{d}{dt}\left[M_t^{\mathsf T}W(\Phi_t)M_t\right]=M_t^{\mathsf T}\left[B^{\mathsf T}W+(b\cdot\nabla)W+WB\right]M_t=0 .$$

The bracketed product keeps its initial value $W(x)$. As $t\to\infty$, $\Phi_t\to a$, so $W(\Phi_t)$ stays bounded, while exponential stability makes $M_t\to0$. Hence $W(x)=0$ and $B$ is symmetric in the whole basin. A potential follows explicitly:

$$V(x)=\int_0^\infty|b(\Phi_t(x))|^2dt,\qquad \nabla V=\int_0^\infty2M_t^{\mathsf T}B^{\mathsf T}b\,dt=\int_0^\infty\frac{d}{dt}(M_t^{\mathsf T}b)\,dt=-b(x).$$

Exponential decay justifies differentiating under the integral, and symmetry of $B$ gives the third expression. So a drift that is not a gradient in the basin makes reversed relaxation fail for at least one endpoint.

The path can fail while the value survives. In two dimensions take

$$b=-g+l,\qquad g=\nabla V,\quad l=cJg,\quad J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

The added drift circulates along the contours of $V$, because $g\cdot l=0$. From $|\dot\varphi+g-l|^2-|\dot\varphi-g-l|^2=4g\cdot(\dot\varphi-l)=4g\cdot\dot\varphi$ one obtains

$$S=\frac12\int|\dot\varphi-g-l|^2dt+2\Delta V.\tag{6}$$

The bound is still $2\Delta V$, but the path that attains it obeys $\dot\varphi=g+l$, provided such a path joins $a$ to $s$. It climbs the potential while moving with the circulation. Reversed relaxation, $\dot\varphi=g-l$, moves against it. There the residual in (6) is $-2l$, which costs $2c^2\int|g|^2dt$, and $dV/dt=g\cdot(g-l)=|g|^2$. The total is

$$S_{\rm rev}=2(1+c^2)\Delta V .$$

For a worked case in reduced units, take

$$V=(x^2-1)^2+2u^2,\qquad u=y+x^2-1,\qquad \nabla V=\bigl(4x(x^2-1)+8xu,\;4u\bigr).$$

The gradient vanishes at the minima $(\pm1,0)$ and at $(0,1)$. The second derivatives are $V_{xx}=28x^2-4+8u$, $V_{xy}=8x$ and $V_{yy}=4$. At $a=(-1,0)$ the eigenvalues are $14\pm\sqrt{10^2+8^2}$, or 1.19 and 26.81. At $s=(0,1)$ they are $-4$ and $4$, so $s$ is a saddle. The barrier is $\Delta V=1-0=1$.

For $c=0$, integrating the descent path and evaluating the action of its reversal from the definition gives 2.000, as $2\Delta V$ requires. The straight line from $a$ to $s$ has geometric action 3.551. Minimizing $G$ over smooth curves, starting from that line and without using the descent path, gives 2.000, and the resulting curve lies within 0.006 of the descent path. At $x=-0.5$ the path has $y=0.89$. The curve $u=0$, on which the second term of $V$ vanishes, has $y=0.75$ there. It is not a steepest-descent path: on it $\nabla V$ points along $x$, while its tangent $(1,-2x)$ is inclined.

For $c=1$, reversed relaxation costs $2(1+1)\cdot1=4$, and the integrated path gives 4.000. The path $\dot\varphi=g+l$ costs 2.000. The independent minimization also gives 2.000, along a curve within 0.013 of that path. The two routes are clearly distinct: at $x=-0.5$ reversed relaxation has $y=1.033$ and the optimal path $y=0.699$, and the largest distance from a point of the former to the latter is 0.274. Linearization at the saddle shows why they part. There

$$B=\begin{pmatrix}4&-4\\-4&-4\end{pmatrix},$$

with positive eigenvalue $4\sqrt2$ and eigenvector slope $1-\sqrt2\approx-0.41$. Relaxation leaving $s$ to the left therefore first rises in $y$. The optimal path, traced backwards from $s$, is relaxation with $c$ replaced by $-c$; its slope is $+0.41$, and it falls.

Reversed relaxation is not even stationary here. Displace it by a Gaussian pulse $e^{-(t-t_0)^2/0.1^2}$, where $t_0$ is the time at which the path passes $x=-0.5$, directed along the normal $Jb/|b|$ at that point. The action changes at a rate of about $-5.4$ per unit amplitude, both by finite differences and by (4). For $c=0$ the same rate is zero to the printed accuracy. At $\theta=0.1$ the exponential weight of reversed relaxation relative to the optimal path is $e^{-(4-2)/0.2}=e^{-10}\approx4.5\times10^{-5}$. This ratio omits prefactors.

The Maier–Stein drift shows why the basin-wide wording is needed:

$$b=\bigl(x-x^3-\beta xy^2,\;-(1+x^2)y\bigr),\qquad \omega=2(\beta-1)xy .$$

It is nongradient for $\beta\neq1$, but its curl vanishes on the axis $y=0$, along which the saddle $(0,0)$ relaxes to $a=(-1,0)$. The reversed axis path is therefore stationary for every $\beta$, with cost

$$2\int_{-1}^0|x-x^3|\,dx=2\left(\frac12-\frac14\right)=\frac12 .$$

For $\beta=2$ this is the infimum, which can be proved with a comparison function. For any smooth $U$,

$$\frac{dU}{dt}=\nabla U\cdot b+\nabla U\cdot(\dot\varphi-b)\le\nabla U\cdot b+\frac12|\nabla U|^2+\frac12|\dot\varphi-b|^2 .$$

If $H=\nabla U\cdot b+\frac12|\nabla U|^2\le0$ everywhere, integration gives $S\ge U(s)-U(a)$. Choose $U=-x^2+\frac12x^4+\frac12y^2(1+x^2)$. Then

$$b+\tfrac12\nabla U=\left(-\tfrac32xy^2,\;-\tfrac12(1+x^2)y\right),$$

and the product with $\nabla U=(2x^3-2x+xy^2,\;(1+x^2)y)$ is

$$H=y^2\left[3x^2(1-x^2)-\tfrac32x^2y^2-\tfrac12(1+x^2)^2\right].$$

With $v=x^2$, the identity $(1+v)^2-8v(1-v)=(3v-1)^2\ge0$ gives $3x^2(1-x^2)\le\frac38(1+x^2)^2$. Hence $H\le-\frac18y^2(1+x^2)^2\le0$, and $S\ge U(0,0)-U(-1,0)=0-(-1+\frac12)=\frac12$. A nongradient drift has left both this path and its value optimal.

For $\beta=10$ the axis path still costs 0.500 and is still stationary, but the minimization finds a bent curve, reaching $|y|=0.313$, with geometric action 0.340. As the action of a trial curve, this is an upper bound on the infimum, and it is enough to show that the axis path is not optimal. The drift shows where the saving can arise. At $(-0.5,0)$ its $x$ component is $-0.375$, directed away from the saddle. At $(-0.5,0.3)$ it is $-0.375+10(0.5)(0.09)=+0.075$, directed towards the saddle. Moving off the axis costs action, but for $x<0$ the term $-\beta xy^2$ weakens the opposing drift, and the balance of the two decides. The reversal of sign is not itself the criterion: for $\beta=2$ the $x$ component at $(-0.5,0.7)$ is $+0.115$ although the axis is optimal, and for $\beta=5$ a bent path with action 0.483 beats the axis although the $x$ component never turns positive along it. Vanishing curl along a reversed relaxation path thus secures its stationarity, not its minimality, and with a nongradient drift a chain of states should minimize $G$ itself instead of aligning its tangent with $b$.

## Computed values

```
Reduced units (r.u.) throughout
barrier V(s)-V(a) = 1.000000 r.u.
Hessian eigenvalues at a = 1.1938, 26.8062 r.u.
Hessian eigenvalues at s = -4.0000, 4.0000 r.u.
--- transverse strength c = 0.0 (dimensionless)
action, relaxation s to a = 4.6e-15 r.u.
action, reversed relaxation = 2.00000 r.u.
action, predicted optimal path = 2.00000 r.u.
action, straight path = 3.55081 r.u.
action, numerical minimum = 2.00000 r.u.
gap, numerical to predicted path = 0.0052 r.u.
gap, reversed to optimal path = 0.0000 r.u.
y at x=-0.5, reversed path = 0.8895 r.u.
y at x=-0.5, optimal path = 0.8895 r.u.
first variation, differences = -0.00000 r.u.
first variation, curl formula = -0.00000 r.u.
--- transverse strength c = 1.0 (dimensionless)
action, relaxation s to a = 1.1e-15 r.u.
action, reversed relaxation = 4.00000 r.u.
action, predicted optimal path = 2.00000 r.u.
action, straight path = 2.27406 r.u.
action, numerical minimum = 2.00000 r.u.
gap, numerical to predicted path = 0.0120 r.u.
gap, reversed to optimal path = 0.2738 r.u.
y at x=-0.5, reversed path = 1.0329 r.u.
y at x=-0.5, optimal path = 0.6987 r.u.
first variation, differences = -5.44723 r.u.
first variation, curl formula = -5.44723 r.u.
noise level theta = 0.10 r.u.
c=1 reversed/optimal exponential weight = 4.54e-05
--- harmonic climb: k = 1 r.u., endpoint x1 = 1 r.u.
T=1 r.u.: minimum 1.15652, formula 1.15652 r.u.
T=2 r.u.: minimum 1.01866, formula 1.01866 r.u.
T=4 r.u.: minimum 1.00034, formula 1.00034 r.u.
--- Maier-Stein drift, from (-1,0) to (0,0)
beta=2: curl at (-0.5,0.3) = -0.3000 r.u.
beta=2: reversed axis action = 0.50000 r.u.
beta=2: numerical minimum = 0.50000 r.u.
beta=2: largest |y| on it = 0.0000 r.u.
beta=10: curl at (-0.5,0.3) = -2.7000 r.u.
beta=10: reversed axis action = 0.50000 r.u.
beta=10: numerical minimum = 0.34004 r.u.
beta=10: largest |y| on it = 0.3130 r.u.
beta=2: lower bound U(s)-U(a) = 0.50000 r.u.
maximum of u(1-u)/(1+u)^2 = 0.125000
```
